# The Hybertsen-Louie plasmon pole from the f-sum rule and static screening

## What an unconstrained pole does

A GW quasiparticle calculation needs the inverse dielectric matrix at all frequencies, whereas a ground-state response calculation supplies it cheaply at zero frequency. Replacing each matrix element's spectrum by one pole saves the frequency scan, but leaves two unknowns per element: a position and a strength.

A plausible guess for them can fail badly. Suppose every diagonal element has its pole at the plasma frequency \(\omega_p\) of the mean density, with the strength of a free electron gas:

\[
\epsilon^{-1}(\omega)=1+\frac{\omega_p^2}{\omega^2-\omega_p^2}.
\]

At \(\omega=0\) this gives \(\epsilon^{-1}=0\), which is perfect screening at every wavelength. In the lithium model treated below, a static potential whose wavelength is 0.83 of the spacing between lattice planes is hardly screened: its diagonal element is 0.945. The static matrix and the f-sum rule remove this freedom.

## Conventions and result

Atomic units are used in the derivations (\(\hbar=m=e=1\)). Let \(\mathbf Q=\mathbf q+\mathbf G\) and \(\mathbf Q'=\mathbf q+\mathbf G'\), both nonzero, and \(v(Q)=4\pi/Q^2\). An external potential energy \(\phi\,e^{i\mathbf Q'\cdot\mathbf r-i\omega t}\) induces an electron density with component \(\chi_{GG'}\phi\) at \(\mathbf Q\), so

\[
\epsilon^{-1}_{GG'}(\mathbf q,\omega)=\delta_{GG'}+v(Q)\,\chi_{GG'}(\mathbf q,\omega).
\]

The ground-state density has components \(n(\mathbf K)=\mathcal V^{-1}\int n(\mathbf r)e^{-i\mathbf K\cdot\mathbf r}d^3r\) in the volume \(\mathcal V\), and \(\omega_p^2=4\pi n(0)\). The result is

\[
\Omega^2_{GG'}=\omega_p^2\,\frac{\mathbf Q\cdot\mathbf Q'}{Q^2}\,\frac{n(\mathbf G-\mathbf G')}{n(0)},\qquad
\tilde\omega^2_{GG'}=\frac{\Omega^2_{GG'}}{\delta_{GG'}-\epsilon^{-1}_{GG'}(\mathbf q,0)},
\]

\[
A_{GG'}=-\frac{\pi}{2}\frac{\Omega^2_{GG'}}{\tilde\omega_{GG'}},\qquad
\epsilon^{-1}_{GG'}(\omega)\simeq\delta_{GG'}+\frac{\Omega^2_{GG'}}{\omega^2-\tilde\omega^2_{GG'}},
\]

where \(A\) is the weight of the loss peak at \(\tilde\omega\). Despite the notation, an off-diagonal \(\Omega^2\) or \(\tilde\omega^2\) may be negative or, depending on the crystal's symmetry and the choice of origin, complex.

## First derivation: two moments of the spectrum

**The spectrum.** The perturbation couples to \(\hat\rho^\dagger_{Q'}\), where \(\hat\rho_Q=\sum_j e^{-i\mathbf Q\cdot\mathbf r_j}\). With excitation energies \(\omega_s=E_s-E_0\), first-order perturbation theory gives

\[
\chi_{GG'}=\frac1{\mathcal V}\sum_s\left[\frac{\langle0|\hat\rho_Q|s\rangle\langle s|\hat\rho^\dagger_{Q'}|0\rangle}{\omega-\omega_s+i0}-\frac{\langle0|\hat\rho^\dagger_{Q'}|s\rangle\langle s|\hat\rho_Q|0\rangle}{\omega+\omega_s+i0}\right].
\]

Without a magnetic field or spin-orbit coupling the Hamiltonian is real, and its eigenfunctions can be chosen real. Since \(\hat\rho_Q\) only multiplies, its matrix elements are then unchanged when the two states are exchanged. Both numerators become \(a_s(\mathbf Q)a_s^*(\mathbf Q')\), with \(a_s(\mathbf Q)=\langle0|\hat\rho_Q|s\rangle\). The two fractions combine into \(2\omega_s/(\omega^2-\omega_s^2)\). With \(R_s(\mathbf Q)=\sqrt{2\omega_s/\mathcal V}\,a_s(\mathbf Q)\),

\[
\chi_{GG'}=\sum_s\frac{R_s(\mathbf Q)R_s^*(\mathbf Q')}{(\omega+i0)^2-\omega_s^2}.
\]

Let \(L\) be the part of \(\epsilon^{-1}\) that comes from the delta functions:

\[
L_{GG'}(\omega)=-\frac{\pi}{2}v(Q)\sum_s\frac{R_s(\mathbf Q)R_s^*(\mathbf Q')}{\omega_s}\left[\delta(\omega-\omega_s)-\delta(\omega+\omega_s)\right].
\]

If the products \(R_sR_s^*\), summed over states of equal energy, are real, then \(L=\mathrm{Im}\,\epsilon^{-1}\). This is so in a crystal with an inversion centre at the origin. Otherwise \(L\) is the spectral part and may be complex off the diagonal.

**The first moment.** Integration over positive frequencies gives

\[
\int_0^\infty\omega L_{GG'}\,d\omega=-\frac{\pi}{2}v(Q)\sum_sR_s(\mathbf Q)R_s^*(\mathbf Q').
\]

The sum is a double commutator. From \(\langle0|[\hat\rho_Q,H]|s\rangle=\omega_sa_s(\mathbf Q)\) and \(\langle s|[\hat\rho_Q,H]|0\rangle=-\omega_s\langle s|\hat\rho_Q|0\rangle\), inserting a complete set of states yields

\[
\langle0|[[\hat\rho_Q,H],\hat\rho^\dagger_{Q'}]|0\rangle=2\sum_s\omega_sa_s(\mathbf Q)a_s^*(\mathbf Q')=\mathcal V\sum_sR_s(\mathbf Q)R_s^*(\mathbf Q').
\]

A local potential and the electron repulsion commute with \(\hat\rho_Q\), leaving the kinetic energy. For one electron, \(\mathbf p\,e^{-i\mathbf Q\cdot\mathbf r}=e^{-i\mathbf Q\cdot\mathbf r}(\mathbf p-\mathbf Q)\), hence

\[
\left[e^{-i\mathbf Q\cdot\mathbf r},\frac{p^2}{2}\right]=e^{-i\mathbf Q\cdot\mathbf r}\,\frac{p^2-(\mathbf p-\mathbf Q)^2}{2}=e^{-i\mathbf Q\cdot\mathbf r}\left(\mathbf Q\cdot\mathbf p-\frac{Q^2}{2}\right).
\]

In the second commutator only \(\mathbf p\) fails to commute with \(e^{i\mathbf Q'\cdot\mathbf r}\), and \([\mathbf p,e^{i\mathbf Q'\cdot\mathbf r}]=\mathbf Q'e^{i\mathbf Q'\cdot\mathbf r}\). The result is \(\mathbf Q\cdot\mathbf Q'\,e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}\). Summing over electrons and averaging,

\[
\sum_sR_s(\mathbf Q)R_s^*(\mathbf Q')=\mathbf Q\cdot\mathbf Q'\,n(\mathbf G-\mathbf G').
\]

Multiplication by \(v(Q)=4\pi/Q^2\) turns the right side into \(\Omega^2_{GG'}\). This is the generalized f-sum rule:

\[
\int_0^\infty\omega L_{GG'}\,d\omega=-\frac{\pi}{2}\Omega^2_{GG'}.
\]

**The inverse moment.** At zero frequency the spectral form gives \(\delta_{GG'}-\epsilon^{-1}_{GG'}(0)=v(Q)\sum_sR_sR_s^*/\omega_s^2\). Dividing \(L\) by \(\omega\) and integrating produces the same sum:

\[
\int_0^\infty\frac{L_{GG'}}{\omega}\,d\omega=-\frac{\pi}{2}\left[\delta_{GG'}-\epsilon^{-1}_{GG'}(0)\right].
\]

**One pole pair.** Now replace \(L\) by \(A[\delta(\omega-\tilde\omega)-\delta(\omega+\tilde\omega)]\). Its moments are \(A\tilde\omega\) and \(A/\tilde\omega\), so

\[
A\tilde\omega=-\frac{\pi}{2}\Omega^2,\qquad \frac{A}{\tilde\omega}=-\frac{\pi}{2}\left[\delta-\epsilon^{-1}(0)\right].
\]

Their quotient is the stated \(\tilde\omega^2\), and the first equation gives \(A\). Comparison with one term of the exact spectral form shows that such a pair belongs to the response \(\Omega^2/(\omega^2-\tilde\omega^2)\).

## Second derivation: fast and static response

This route uses no excited states. Let the external potential oscillate fast compared with the electrons' own motion. To first order in \(\phi\), momentum balance and continuity read

\[
-i\omega\,\delta\mathbf j=-n\nabla\phi+\delta\mathbf F,\qquad -i\omega\,\delta n=-\nabla\cdot\delta\mathbf j.
\]

Here \(\delta\mathbf F\) is the change in all internal forces: momentum flow, lattice force and electron repulsion. It exists only because the state has changed. A rapidly oscillating potential changes the state by an amount of order \(1/\omega\), so for smooth potentials \(\delta\mathbf F\) is of that order too, while \(n\nabla\phi\) is not reduced. Therefore

\[
\delta\mathbf j=\frac{n\nabla\phi}{i\omega}+O(\omega^{-2}),\qquad
\delta n=\frac{\nabla\cdot\delta\mathbf j}{i\omega}=-\frac{\nabla\cdot(n\nabla\phi)}{\omega^2}+O(\omega^{-3}).
\]

For \(\phi\propto e^{i\mathbf Q'\cdot\mathbf r}\) the gradient gives \(i\mathbf Q'\). The density supplies the momentum \(\mathbf G-\mathbf G'\), and the divergence gives \(i\mathbf Q\). The two factors of \(i\) cancel the minus sign:

\[
\chi_{GG'}\to\frac{\mathbf Q\cdot\mathbf Q'\,n(\mathbf G-\mathbf G')}{\omega^2},\qquad
\epsilon^{-1}_{GG'}\to\delta_{GG'}+\frac{\Omega^2_{GG'}}{\omega^2}.
\]

At high frequency the electrons respond as free particles distributed with the ground-state density.

With time-reversal symmetry \(\epsilon^{-1}\) depends on \(\omega^2\). A one-pole function of \(\omega^2\) that tends to \(\delta\) is \(\delta+B/(\omega^2-C)\). The fast limit requires \(B=\Omega^2\). The static limit requires \(\delta-B/C=\epsilon^{-1}(0)\), so \(C=\Omega^2/[\delta-\epsilon^{-1}(0)]=\tilde\omega^2\). For \(C>0\), replacing \(\omega\) by \(\omega+i0\) gives the delta-function weight \(-\pi B/(2\sqrt C)=A\).

## What each derivation assumes

Both need a local potential. A nonlocal pseudopotential does not commute with \(\hat\rho_Q\); in the second picture it adds a term to the current. Both need \(n\) to belong to the same electrons whose response is in \(\chi\), and both introduce the single pole as an approximation.

The first derivation also needs a complete set of excitations and convergent moments. In return it says which averages of the true spectrum are kept. The second needs the fast-response expansion, and uses time reversal only to make the interpolation even in \(\omega\). It shows that the model interpolates between two correct limits, but says nothing about the error between them.

The first derivation supplies the sign of that error for diagonal elements. There the weights \(f_s=|R_s|^2/\sum_t|R_t|^2\) are positive, and the static condition reads \(1/\tilde\omega^2=\langle1/\omega_s^2\rangle\). At imaginary frequency,

\[
1-\epsilon^{-1}(iu)=\Omega^2\left\langle\frac{1}{\omega_s^2+u^2}\right\rangle=\Omega^2\left\langle\frac{x_s}{1+u^2x_s}\right\rangle,\qquad x_s=\frac1{\omega_s^2}.
\]

The function \(x/(1+u^2x)\) has second derivative \(-2u^2/(1+u^2x)^3\le0\). Its average therefore cannot exceed its value at the average \(x\), which is the model's value. The model never underestimates \(1-\epsilon^{-1}(iu)\). Similarly, the true integrated loss has magnitude \((\pi/2)\Omega^2\langle1/\omega_s\rangle\), and \(\langle1/\omega_s\rangle^2\le\langle1/\omega_s^2\rangle\) shows that \(|A|\) is at least as large.

## Limits and symmetry

For the long-wavelength head of a metal, \(\epsilon^{-1}(0)\to0\) and \(\tilde\omega\to\omega_p\). For an insulator with macroscopic constant \(\epsilon_M\), \(\epsilon^{-1}(0)\to1/\epsilon_M\) and \(\tilde\omega^2\to\omega_p^2/(1-1/\epsilon_M)\), above \(\omega_p^2\). At very large \(Q\) an electron is struck as if free, with \(\omega_s\simeq Q^2/2\), so the ratio of a diagonal \(\tilde\omega\) to \(Q^2/2\) tends to one. The difference need not vanish: for the uniform gas in the random-phase approximation it tends to \(-k_F^2/5\), with \(k_F\) the Fermi wavevector.

Numerator and denominator of \(\tilde\omega^2_{GG'}\) are each \(v(Q)\) times a Hermitian matrix. The factor cancels, so \(\tilde\omega^2\) is Hermitian although \(\Omega^2\) is not. A shift of origin multiplies both by the same phase and also cancels. With an inversion centre anywhere in the crystal, \(\tilde\omega^2\) is thus real. It need not be positive off the diagonal: the products \(R_sR_s^*\) have both signs there, and the two moments weight low and high energies differently.

## A lithium model

Lithium metal serves as an electrode in thin-film microbatteries. The model has one valence electron per atom, a rough body-centred cubic lattice constant of 0.35 nm, and one family of (110) planes, spaced by 0.2475 nm. The potential is \(2V\cos(bz)\), with the rough value \(V=1.5\) eV and \(b=25.39\) nm⁻¹. Motion along the planes is free and was integrated analytically. Motion across them was diagonalized in 17 plane waves at 60 wavevectors. The response is the random-phase approximation (RPA) with five reciprocal vectors, \(-2b\) to \(2b\), and \(\mathbf q\) lies along \(z\).

The RPA obeys the same sum rule. In \(\chi=\chi_0+\chi_0v\chi\) both factors in the last term fall as \(\omega^{-2}\), so \(\chi\) and \(\chi_0\) share their leading term, fixed by the model's own density.

The density, 46.65 nm⁻³, gives \(\omega_p=8.02\) eV. At \(q=0.2b=5.08\) nm⁻¹ matrix inversion gives a static head of 0.0886. Then

\[
\tilde\omega=\sqrt{\frac{64.32}{1-0.0886}}\ \text{eV}=8.40\ \text{eV},\qquad
A=-\frac{\pi}{2}\,\frac{64.32}{8.40}\ \text{eV}=-12.0\ \text{eV}.
\]

Diagonalizing the RPA response gives its whole discrete spectrum, whose integrated loss is \(-11.4\) eV; the model's magnitude is 5% larger. At imaginary frequencies the model exceeds the full \(1-\epsilon^{-1}\) by up to about 9% for the head, near 6.5 eV, and about 14% for \(G=G'=b\). The worst diagonal element is \(G=G'=-b\), where the excess reaches 41% near 10.5 eV.

For \((G,G')=(0,b)\), \(QQ'/Q^2=0.2\times1.2/0.2^2=6\) and \(n(b)/n(0)=-0.151\), so \(\Omega^2=64.32\times6\times(-0.151)=-58.3\) eV². Dividing by \(\delta-\epsilon^{-1}(0)=-0.1202\) gives \(\tilde\omega^2=485\) eV², a usable pole at 22 eV.

For \((0,-b)\) the momentum factor is \(-4\), so \(\Omega^2=+38.8\) eV², but \(\delta-\epsilon^{-1}(0)=-0.179\). The quotient is \(-217\) eV², and no real pole can meet both conditions. This happens in 4 of the 25 elements, which need a separate prescription, such as dropping the dynamic term or computing the frequency dependence.

The pole need not be the plasmon energy. For \(q/b=0.1\), 0.2 and 0.3, \(\tilde\omega\) is 8.1, 8.4 and 8.9 eV, while the strongest RPA pole on this grid lies at 8.0, 9.0 and 10.3 eV. These poles sample a damped peak and move with the mesh, by about 0.25 eV at \(q=0.1b\) and about 0.1 eV at the other two values. With 300 wavevectors and a broadening of 0.1 eV, \(\omega|L|\) peaks at 8.1, 8.9 and 10.4 eV, and 65% to 72% of the f-sum weight lies within 1 eV of the peak. At \(q=0.1b\) the pole and the peak cannot be told apart; at \(0.2b\) and \(0.3b\) the pole lies about 0.5 and 1.5 eV below the peak. Since \(1/\tilde\omega^2\) is an average, a \(\tilde\omega\) below the strongest pole requires weight at lower energies, and one above it requires weight at higher energies.

## How far the numbers can be trusted

The measured long-wavelength plasmon of lithium is roughly 7 eV, below the model's \(\omega_p\) of 8.0 eV, and the model does not account for the difference. Its lattice potential hardly changes the head's \(\tilde\omega\), which is still 8.40 eV without it. This suggests, but does not prove, that the omitted plane families change that value little. It does not show that they leave the plasmon energy unchanged, because \(\tilde\omega\) fixes only one average of the spectrum. The off-diagonal elements of the omitted families are missing altogether.

Exchange matters more. Adding the local-density exchange kernel of the mean density, \(-\tfrac13(3/\pi)^{1/3}n(0)^{-2/3}\), lowers the static head from 0.089 to 0.040 and \(\tilde\omega\) to 8.2 eV. A static kernel leaves \(\Omega^2\) unchanged, by the argument given for the RPA. Correlation is not included in this estimate.

A nonlocal pseudopotential breaks the assumption of a local potential. As an illustration, not a fit to lithium, a term \(\lambda f(K)f(K')\) was added between plane waves \(K\) and \(K'\) along \(z\), with \(f=Ke^{-K^2/2}\) in atomic units and \(\lambda=-2\) eV. On a 20-point grid it changes the head's first moment by \(-6.3\%\) relative to the density formula. With the static matrix held fixed, \(\tilde\omega\) would fall by about 3%.

Counting the two core electrons in \(n\), but not in \(\chi\), triples the diagonal \(\Omega^2\) and moves the head's \(\tilde\omega\) to 14.6 eV. The static screening offers no compensation. A hydrogen-like estimate of the core polarizability, with screened charge \(3-5/16\), adds only 0.015 to a dielectric constant of \(1/0.0886=11.3\). The density in the sum rule must be the valence density when the response is that of the valence electrons.
